# One set of bcc exchange couplings in eight conventions

## Problem

Exchange couplings for an iron-like magnet on the bcc lattice are supplied as a table for the energy

$$
E=-\sum_{i\ne j}K_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
$$

where $\mathbf e_i$ is a unit vector along the spin of site $i$, and the sum runs over ordered pairs, so each pair appears twice. The first three neighbour shells have

$$
K_1=0.6,\qquad K_2=0.3,\qquad K_3=-0.02\ \text{mHa},
$$

and all further couplings vanish. These are round model values, not values computed for iron. The moment is $M=2.2$ Bohr magnetons, roughly that of iron, and $g=2$.

Other users write the energy with a plus sign, with each pair appearing once, or with spin vectors $\mathbf S_i=S\mathbf e_i$, where $S=M/g$. All these choices are contained in

$$
E=\sigma\sum K_{ij}\,\mathbf v_i\cdot\mathbf v_j,\qquad \mathbf v_i=s\,\mathbf e_i ,
$$

with $\sigma=\pm1$, each pair appearing $n=1$ or $2$ times, and $s=1$ or $S$.

1. Convert the table to all eight conventions.
2. Derive the magnon energy in a general convention and evaluate it at the zone-boundary points N, P and H, which are $\mathbf q=(\tfrac12,\tfrac12,0)$, $(\tfrac12,\tfrac12,\tfrac12)$ and $(1,0,0)$ in units of $2\pi/a$, with $a$ the cubic lattice constant.
3. Do the same for the classical mean-field ordering temperature.
4. Confirm that the results do not depend on the convention.

Assume isotropic couplings with $K_{ij}=K_{ji}$, moments of fixed length, and couplings that do not change when the spins rotate. The last assumption matters for a metal: couplings obtained from small rotations about the ferromagnetic state need not describe a strongly disordered one.

## Hints

**Hint 1.** Pick one pair of sites and collect everything that multiplies $\mathbf e_i\cdot\mathbf e_j$ in the energy.

**Hint 2.** The length $S$ can enter a magnon formula in two ways: through the vectors in the energy, and through the angular momentum $\hbar S$ that a torque must turn. Keep the two apart.

**Hint 3.** For the magnon, try a cone-shaped spiral in which all spins make the same angle with the $z$ axis.

**Hint 4.** For the temperature, replace the neighbours of one spin by their thermal average and ask when a nonzero average can sustain itself.

## Solution

### The quantity shared by all conventions

In the general form, the pair $(i,j)$ appears $n$ times, each time with $\sigma K_{ij}s^2\,\mathbf e_i\cdot\mathbf e_j$. Call its total contribution $-W_{ij}\,\mathbf e_i\cdot\mathbf e_j$. Then

$$
W_{ij}=-\sigma n s^2K_{ij},\qquad
E=-\sum_{\text{pairs}}W_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
$$

with each pair now counted once. A positive $W_{ij}$ favours parallel spins.

Equal $W_{ij}$ give equal energies for every spin arrangement. The converse also holds. Keep all other spins fixed along $\pm z$ and let sites $i$ and $j$ point along $az$ and $bz$, with $a,b=\pm1$. The energy has the form

$$
E(a,b)=E_0+aA+bB-ab\,W_{ij},
$$

where $A$ and $B$ come from the other spins. In the following combination $E_0$, $A$ and $B$ cancel:

$$
E(+,+)+E(-,-)-E(+,-)-E(-,+)=-4W_{ij}.
$$

Two conventions that agree on all energies, even up to a constant, must therefore have the same $W_{ij}$. The conversion rule follows by equating $W_{ij}$ in the old and new (primed) conventions:

$$
K'_{ij}=\frac{\sigma n s^2}{\sigma' n' s'^2}\,K_{ij}.
$$

### The converted tables

The supplied table has $\sigma=-1$, $n=2$, $s=1$, so $W=2K$:

$$
W_1=1.2,\qquad W_2=0.6,\qquad W_3=-0.04\ \text{mHa}.
$$

The spin length is $S=2.2/2=1.1$, and $S^2=1.21$. It is not a half-integer, and it need not be: the moment of an itinerant magnet is an average over band electrons, and here $S$ is a classical length. For $\sigma=-1$ the conversion is $K=W/(ns^2)$. For example, doubly counted spins give $K_1=1.2/(2\times1.21)=0.4959$ mHa.

| Pairs, vectors | $K_1$ | $K_2$ | $K_3$ (mHa) |
|---|---|---|---|
| twice, unit | 0.6000 | 0.3000 | −0.0200 |
| twice, spin | 0.4959 | 0.2479 | −0.0165 |
| once, unit | 1.2000 | 0.6000 | −0.0400 |
| once, spin | 0.9917 | 0.4959 | −0.0331 |

The four conventions with $\sigma=+1$ have the same entries with all signs reversed.

### Equation of motion

Rotate spin $i$ by a small angle $\delta\varphi$ about a unit axis $\mathbf n$. Then $\delta\mathbf e_i=\delta\varphi\,\mathbf n\times\mathbf e_i$, and the energy changes by

$$
\delta E=\frac{\partial E}{\partial\mathbf e_i}\cdot(\mathbf n\times\mathbf e_i)\,\delta\varphi
=\mathbf n\cdot\left(\mathbf e_i\times\frac{\partial E}{\partial\mathbf e_i}\right)\delta\varphi .
$$

The torque about $\mathbf n$ is $-\delta E/\delta\varphi$. It equals the rate of change of the angular momentum $\hbar S\mathbf e_i$ along $\mathbf n$, so

$$
\hbar S\,\dot{\mathbf e}_i=-\mathbf e_i\times\frac{\partial E}{\partial\mathbf e_i}
=\mathbf e_i\times\mathbf B_i,\qquad
\mathbf B_i=\sum_jW_{ij}\mathbf e_j .
$$

The last form uses $\partial E/\partial\mathbf e_i=-\sum_jW_{ij}\mathbf e_j$, since each pair containing $i$ is counted once. The $S$ on the left comes from the angular momentum and is present even when the energy is written with unit vectors.

### Magnon energy

Take a spiral with cone angle $\theta$:

$$
\mathbf e_j=\sin\theta\,\mathbf p_j+\cos\theta\,\hat{\mathbf z},\qquad
\mathbf p_j=(\cos\phi_j,\sin\phi_j,0),\qquad
\phi_j=\mathbf q\cdot\mathbf R_j-\Omega t .
$$

Define the lattice sum

$$
W(\mathbf q)=\sum_jW_{0j}\cos(\mathbf q\cdot\mathbf R_j),
$$

with site 0 at the origin. The phase at site $j$ is $\phi_i+\mathbf q\cdot(\mathbf R_j-\mathbf R_i)$. Expanding its cosine and sine gives terms with $\cos[\mathbf q\cdot(\mathbf R_j-\mathbf R_i)]$, which sum to $W(\mathbf q)$, and terms with the corresponding sine, which cancel between neighbours at opposite positions. Hence

$$
\mathbf B_i=W(\mathbf q)\sin\theta\,\mathbf p_i+W(0)\cos\theta\,\hat{\mathbf z}.
$$

With $\mathbf p_i\times\hat{\mathbf z}=-\hat{\mathbf z}\times\mathbf p_i$, the torque is

$$
\begin{aligned}
\mathbf e_i\times\mathbf B_i
&=\sin\theta\cos\theta\,\left[W(0)\,\mathbf p_i\times\hat{\mathbf z}+W(\mathbf q)\,\hat{\mathbf z}\times\mathbf p_i\right]\\
&=-\sin\theta\cos\theta\,[W(0)-W(\mathbf q)]\,\hat{\mathbf z}\times\mathbf p_i .
\end{aligned}
$$

On the other side, $\dot\phi_i=-\Omega$ gives $\dot{\mathbf e}_i=-\Omega\sin\theta\,\hat{\mathbf z}\times\mathbf p_i$. The two sides match at every site if

$$
\hbar\Omega=\frac{\cos\theta}{S}\,[W(0)-W(\mathbf q)].
$$

The magnon is the limit of small $\theta$:

$$
\hbar\omega(\mathbf q)=\frac{W(0)-W(\mathbf q)}{S}
=-\frac{\sigma n s^2}{S}\,[K(0)-K(\mathbf q)],
$$

where $K(\mathbf q)$ is the same lattice sum with $K_{0j}$. At $\mathbf q=0$ the energy vanishes, because a uniform rotation of all spins costs nothing. For $\sigma=-1$ the prefactor of $K(0)-K(\mathbf q)$ is

- $2/S=4/M$ for unit vectors with pairs counted twice;
- $1/S=2/M$ for unit vectors with pairs counted once;
- $2S$ for spins with pairs counted twice;
- $S$ for spins with pairs counted once.

The forms in $M$ use $g=2$. These prefactors look unlike one another because they multiply different tables.

### Lattice sums and numbers

Write $\mathbf q=(2\pi/a)(x,y,z)$. The eight first neighbours lie at $(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)a$, and the sum over independent signs factorizes into $2\cos\pi x$ times the same for $y$ and $z$. The six second neighbours lie at distance $a$ along the axes. The twelve third neighbours lie at $(\pm1,\pm1,0)a$ and permutations. With $c_x=\cos2\pi x$ and likewise for $y$ and $z$,

$$
\begin{aligned}
W(\mathbf q)={}&8W_1\cos\pi x\cos\pi y\cos\pi z+2W_2(c_x+c_y+c_z)\\
&+4W_3(c_xc_y+c_yc_z+c_zc_x).
\end{aligned}
$$

The factors multiplying $(W_1,W_2,W_3)$ are $(8,6,12)$ at $\mathbf q=0$, $(0,-2,-4)$ at N, $(0,-6,12)$ at P and $(-8,6,12)$ at H. In mHa,

$$
\begin{aligned}
W(0)&=9.60+3.60-0.48=12.72,\\
W(\mathrm N)&=-1.20+0.16=-1.04,\\
W(\mathrm P)&=-3.60-0.48=-4.08,\\
W(\mathrm H)&=-9.60+3.60-0.48=-6.48 .
\end{aligned}
$$

The magnon energies are therefore

$$
\begin{aligned}
\hbar\omega(\mathrm N)&=13.76/1.1=12.51\ \text{mHa}\quad(340\ \text{meV}),\\
\hbar\omega(\mathrm P)&=16.80/1.1=15.27\ \text{mHa}\quad(416\ \text{meV}),\\
\hbar\omega(\mathrm H)&=19.20/1.1=17.45\ \text{mHa}\quad(475\ \text{meV}).
\end{aligned}
$$

These are energies of rigid moments that precess without damping. In an itinerant metal such as iron, short-wavelength magnons of several hundred meV can overlap the continuum of electron-hole spin-flip (Stoner) excitations and be strongly damped, so the model is most reliable at small $\mathbf q$.

A negative magnon energy would mean that the ferromagnet is not the right reference state. The negative $W_3$ makes this worth checking at all $\mathbf q$. Since $1-c_xc_y=(1-c_x)+c_x(1-c_y)\le(1-c_x)+(1-c_y)$, the third shell lowers $W(0)-W(\mathbf q)$ by at most $4|W_3|\times2\sum_\alpha(1-c_\alpha)=0.32\sum_\alpha(1-c_\alpha)$ mHa, with $\alpha=x,y,z$. The second shell raises it by $2W_2\sum_\alpha(1-c_\alpha)=1.2\sum_\alpha(1-c_\alpha)$ mHa, and the first shell never lowers it. No magnon energy is negative.

### Mean-field temperature

Let $\langle\mathbf e_j\rangle=m\hat{\mathbf z}$ on every site. In mean field a single spin with $u=\mathbf e_i\cdot\hat{\mathbf z}$ has energy $-W(0)m\,u$. Directions are uniformly distributed over the sphere, hence uniformly in $u$, so with $x=W(0)m/k_BT$ (no longer a component of $\mathbf q$)

$$
m=L(x)=\frac{\int_{-1}^{1}u\,e^{xu}\,du}{\int_{-1}^{1}e^{xu}\,du}=\coth x-\frac1x .
$$

The closed form is the derivative of $\ln(2\sinh x/x)$, the logarithm of the denominator. For small $x$, $e^{xu}\approx1+xu$ gives $L(x)\approx(2x/3)/2=x/3$.

To see that this slope decides the matter, integrate by parts:

$$
\int_{-1}^{1}(1-u^2)e^{xu}\,du=\frac2x\int_{-1}^{1}u\,e^{xu}\,du
\quad\Rightarrow\quad
\frac{L(x)}{x}=\frac{1-\langle u^2\rangle}{2}.
$$

At $x=0$, $\langle u^2\rangle=\tfrac13$. Since $u^2$ is even, only the even part $\cosh xu$ of the weight enters $\langle u^2\rangle$, in the numerator and in the denominator. For $x>0$ this part grows with $|u|$ and so favours large $u^2$; hence $\langle u^2\rangle>\tfrac13$ and $L(x)<x/3$. A solution with $m>0$ then requires $m<W(0)m/3k_BT$, that is, $k_BT<W(0)/3$. Below that temperature $L$, as a function of $m$, starts with slope above one but stays below one in value, so it must cross the line $L=m$ at some $m>0$. Therefore

$$
k_BT_{\rm MF}=\frac{W(0)}{3}=-\frac{\sigma n s^2}{3}K(0)
=\frac{12.72}{3}=4.24\ \text{mHa},
$$

or about 1340 K. This is the mean-field temperature of the model, not a prediction for iron. Mean field neglects correlated fluctuations and overestimates the ordering temperature even of the model: the random-phase estimate $k_BT=\tfrac13\langle[W(0)-W(\mathbf q)]^{-1}\rangle^{-1}$, averaged over the Brillouin zone, gives about 3.1 mHa (990 K) for the same couplings.

### The same results from another table

Take the convention that differs from the supplied one in all three choices: plus sign, pairs counted once, spin vectors. Its table is $K_1=-0.99174$, $K_2=-0.49587$, $K_3=0.03306$ mHa, and

$$
\begin{aligned}
K(0)&=-7.934-2.975+0.397=-10.512\ \text{mHa},\\
K(\mathrm H)&=7.934-2.975+0.397=5.356\ \text{mHa}.
\end{aligned}
$$

With $\sigma=+1$, $n=1$, $s=S$,

$$
\begin{aligned}
\hbar\omega(\mathrm H)&=-S[K(0)-K(\mathrm H)]=1.1\times15.868=17.45\ \text{mHa},\\
k_BT_{\rm MF}&=-\tfrac13S^2K(0)=\tfrac13\times1.21\times10.512=4.24\ \text{mHa}.
\end{aligned}
$$

The numerical check does this for all eight conventions, starting from each energy sum as written on a periodic crystal of 128 sites. The precession rates at N, P and H and the temperature at which $m$ vanishes agree with the formulas.

## Variation 1: a table with a missing or wrong label

*The supplied numbers are read under a wrong convention. What happens, and how can the right one be found?*

Misreading multiplies every $W_{ij}$ by one common factor:

- Read as pairs counted once, the factor is $\tfrac12$: $\hbar\omega(\mathrm H)=8.73$ mHa and $k_BT_{\rm MF}=2.12$ mHa.
- Read as spin vectors, the factor is $S^2=1.21$: the values become 21.12 and 5.13 mHa.
- Read with a plus sign, the factor is $-1$: $\hbar\omega(\mathrm H)=-17.45$ mHa. Since $W(0)<0$, $x$ and hence $L(x)$ have the sign opposite to $m$, and no ferromagnetic solution exists.

For a positive factor the ratio

$$
\frac{\hbar\omega(\mathrm H)}{k_BT_{\rm MF}}=\frac3S\left[1-\frac{W(\mathrm H)}{W(0)}\right]=4.12
$$

is unchanged, so it cannot expose the error. An absolute energy is needed. Turning one spin by $\theta$ away from the aligned state changes each of its pair energies from $-W_{0j}$ to $-W_{0j}\cos\theta$, at a total cost of

$$
\Delta E=W(0)(1-\cos\theta).
$$

A full flip costs $2W(0)=25.44$ mHa in this model. The unlabelled table sums to $K(0)=6.36$ mHa, so $-\sigma ns^2=12.72/6.36=2$. The possible magnitudes are 1, 2, 1.21 and 2.42, which selects a minus sign and doubly counted unit vectors. The choice is clear here because neighbouring candidates differ by 21%. It requires $\Delta E$ and $K(0)$ to be known to better than about 10% (an omitted shell of 24 neighbours with 0.03 mHa each would shift $K(0)$ by 11%), and it fails when $S^2$ is close to 2 or $\tfrac12$: at $M=2.83$, singly counted spins give 2.002 and doubly counted unit vectors give 2. For a real metal a small $\theta$ is the safer choice, because a full flip may change the length of the moment.

## Variation 2: quantum spins in mean field

*A colleague uses $S(S+1)$ where the solution has $S^2$. Is this another convention?*

It is not. For a quantum spin with $2S$ an integer, keep $W_{ij}=S^2K_{ij}$ (minus sign, pairs counted once) and let $\hat S_z$ be the spin component in units of $\hbar$. The mean-field energy is $-W(0)m\,\hat S_z/S$, with $m=\langle\hat S_z\rangle/S$. To first order in $m$,

$$
m=\frac{W(0)m}{k_BT}\,\frac{\langle \hat S_z^2\rangle_0}{S^2},\qquad
\langle \hat S_z^2\rangle_0=\frac{S(S+1)}3 ,
$$

where the average $\langle\dots\rangle_0$ weights all $2S+1$ states equally, so each component carries one third of $S(S+1)$. Hence

$$
k_BT_{\rm MF}^{\rm quantum}=\frac{S+1}{S}\,\frac{W(0)}3=\frac{S(S+1)}{3}K(0).
$$

The couplings are the same, but the thermal average runs over discrete levels instead of a sphere of directions. The factor $(S+1)/S$ tends to one for large $S$. Inserting $S=1.1$ gives 1.91, but no quantum spin has that length, so this number is an interpolation and not a result for an itinerant magnet. The factor comes from the statistics and not from the table: the same $W_{ij}$ give both temperatures. A ratio of two temperatures does not by itself show which cause is at work. At $S=1$ the factor is 2, the same as that between pairs counted once and pairs counted twice. An absolute energy that fixes $W(0)$, as in Variation 1, separates the two cases. The same holds for classical vectors given the length $\sqrt{S(S+1)}$: with the same $K_{ij}$ they reproduce this temperature, but they multiply $W_{ij}$ by $(S+1)/S$, so the rotation cost and the magnon energy exceed the quantum values $S^2K(0)(1-\cos\theta)$ and $S[K(0)-K(\mathbf q)]$ by that factor.

## Values computed for the example and the checks

```
moment = 2.2 Bohr magnetons, g = 2
S = 1.10, S^2 = 1.2100
sites in periodic crystal = 128
neighbours in shells 1,2,3 = 8 6 12
W1, W2, W3 (mHa) = 1.200 0.600 -0.040
W(0) = 12.7200 mHa
cost of one spin flip = 25.4400 mHa
Label: sign, appearances of each pair, vector type
Converted K1, K2, K3 (mHa):
- 2x unit:   0.60000   0.30000  -0.02000
- 2x spin:   0.49587   0.24793  -0.01653
- 1x unit:   1.20000   0.60000  -0.04000
- 1x spin:   0.99174   0.49587  -0.03306
+ 2x unit:  -0.60000  -0.30000   0.02000
+ 2x spin:  -0.49587  -0.24793   0.01653
+ 1x unit:  -1.20000  -0.60000   0.04000
+ 1x spin:  -0.99174  -0.49587   0.03306
Point: q (2pi/a); shell cosine sums; W(q) (mHa)
N: (0.5, 0.5, 0); 0 -2 -4 ; -1.0400
P: (0.5, 0.5, 0.5); 0 -6 12 ; -4.0800
H: (1, 0, 0); -8 6 12 ; -6.4800
From literal energies: magnons N, P, H; k_B T (mHa)
- 2x unit:  12.5091  15.2727  17.4545   4.2400
- 2x spin:  12.5091  15.2727  17.4545   4.2400
- 1x unit:  12.5091  15.2727  17.4545   4.2400
- 1x spin:  12.5091  15.2727  17.4545   4.2400
+ 2x unit:  12.5091  15.2727  17.4545   4.2400
+ 2x spin:  12.5091  15.2727  17.4545   4.2400
+ 1x unit:  12.5091  15.2727  17.4545   4.2400
+ 1x spin:  12.5091  15.2727  17.4545   4.2400
Formula values with conversions:
magnon N = 12.5091 mHa = 340.4 meV
magnon P = 15.2727 mHa = 415.6 meV
magnon H = 17.4545 mHa = 475.0 meV
k_B T = 4.2400 mHa; T = 1339 K
ratio magnon H / k_B T = 4.1166
(S+1)/S continued to this S = 1.9091
Source table misread: factor; magnon H; k_B T (mHa)
- 1x unit: 0.5000; 8.7273; 2.1200
- 2x spin: 1.2100; 21.1200; 5.1304
+ 2x unit: -1.0000; -17.4545; none
```
